\section*{Does the far dipole field fix the hyperfine contact term?}

\section*{Question}

I am trying to understand the hyperfine splitting of the hydrogen ground state. The proton has a magnetic moment $\mathbf m$, and away from the proton its field is
\begin{equation}
\mathbf B_{\rm far}(\mathbf r)=\frac{\mu_0}{4\pi}\,
\frac{3\mathbf n(\mathbf n\cdot\mathbf m)-\mathbf m}{r^3},
\qquad \mathbf n=\frac{\mathbf r}{r}.
\label{far}
\end{equation}
The splitting is said to come from an extra ``contact'' term proportional to $\mathbf m\,\delta(\mathbf r)$. My reasoning is that a point dipole is completely described by $\mathbf m$, so equation \eqref{far} must already determine that term. It should then make no difference whether I picture the proton as a tiny current loop or as two opposite magnetic charges very close together, since both have the field \eqref{far}. Is that right? If not, what fixes the contact term, and would the difference show up in the spectrum?

\section*{Answer}

It is not right. The two pictures share the far field but have different fields at the origin, and an electron in an s state is sensitive to precisely that difference.

\subsection*{What the far field leaves open}

Adding $k\,\mathbf m\,\delta(\mathbf r)$ to \eqref{far}, with any number $k$, changes nothing at $r>0$. So no measurement outside the source can determine $k$.

Nor does the far field by itself split the hydrogen ground state in first-order perturbation theory. The angular average needed throughout is
\begin{equation}
\oint n_i n_j\,d\Omega=\frac{4\pi}{3}\,\delta_{ij}.
\label{avg}
\end{equation}
By symmetry the integral is a multiple of $\delta_{ij}$, and its trace is $\oint d\Omega=4\pi$. Hence
\begin{equation}
\oint\left[3\mathbf n(\mathbf n\cdot\mathbf m)-\mathbf m\right]d\Omega
=4\pi\mathbf m-4\pi\mathbf m=0 .
\end{equation}
For a spherical electron cloud the contribution of \eqref{far} vanishes shell by shell. I integrate over angles first, which gives the $1/r^3$ part a definite meaning at the origin, and define the contact coefficient $C$ by the integral over a ball that encloses the source:
\begin{equation}
\int_{r<R}\mathbf B\,d^3r=\frac{\mu_0}{4\pi}\,C\,\mathbf m .
\label{Cdef}
\end{equation}
If the source shrinks to a point at fixed $\mathbf m$, its field becomes \eqref{far} plus $(\mu_0/4\pi)\,C\,\mathbf m\,\delta(\mathbf r)$.

\subsection*{A current source}

The field of a current obeys $\nabla\cdot\mathbf B=0$ everywhere, inside the source too, so $\mathbf B=\nabla\times\mathbf A$ in the whole ball. For a constant vector $\mathbf c$,
\begin{equation}
\mathbf c\cdot\int\nabla\times\mathbf A\,d^3r
=\int\nabla\cdot(\mathbf A\times\mathbf c)\,d^3r
=\oint\mathbf n\cdot(\mathbf A\times\mathbf c)\,dS
=\mathbf c\cdot\oint\mathbf n\times\mathbf A\,dS .
\end{equation}
Since $\mathbf c$ is arbitrary, the volume integral of $\mathbf B$ equals $\oint\mathbf n\times\mathbf A\,dS$. On the surface $\mathbf A=(\mu_0/4\pi)\,\mathbf m\times\mathbf n/R^2$, and $dS=R^2d\Omega$, so $R$ cancels:
\begin{align}
\int\mathbf B\,d^3r
&=\frac{\mu_0}{4\pi}\oint\mathbf n\times(\mathbf m\times\mathbf n)\,d\Omega
=\frac{\mu_0}{4\pi}\oint\left[\mathbf m-\mathbf n(\mathbf n\cdot\mathbf m)\right]d\Omega
\nonumber\\
&=\frac{\mu_0}{4\pi}\left(4\pi-\frac{4\pi}{3}\right)\mathbf m
=\frac{\mu_0}{4\pi}\,\frac{8\pi}{3}\,\mathbf m .
\label{loopC}
\end{align}

\subsection*{A pair of magnetic charges}

Let a magnetic charge $q$ produce the field $(\mu_0/4\pi)\,q\,\mathbf n/r^2$. Two charges $\pm q$ separated by $\mathbf s$ have the moment $\mathbf m=q\mathbf s$. Now $\nabla\times\mathbf B=0$ everywhere, so $\mathbf B=-\nabla\phi$ in the whole ball, with $\phi=(\mu_0/4\pi)\,\mathbf m\cdot\mathbf n/R^2$ on its surface. The gradient form of Gauss's theorem gives
\begin{equation}
\int\mathbf B\,d^3r=-\oint\mathbf n\,\phi\,dS
=-\frac{\mu_0}{4\pi}\oint\mathbf n(\mathbf n\cdot\mathbf m)\,d\Omega
=-\frac{\mu_0}{4\pi}\,\frac{4\pi}{3}\,\mathbf m .
\label{pairC}
\end{equation}

A source of finite size also has higher multipoles, but they do not alter \eqref{loopC} or \eqref{pairC}. Outside the source $\phi$ and, in Coulomb gauge, each Cartesian component of $\mathbf A$ are sums of spherical harmonics $Y_{lm}/r^{l+1}$. The factor $\mathbf n$ contains only $l=1$, so the surface integral selects the $1/r^2$ part, which is the dipole part.

The point-dipole expressions show directly where the two models part. With $\mathbf v=\mathbf r/r^3$, whose curl is zero,
\begin{align}
\nabla\times(\mathbf m\times\mathbf v)&=\mathbf m\,(\nabla\cdot\mathbf v)-(\mathbf m\cdot\nabla)\mathbf v,\\
-\nabla(\mathbf m\cdot\mathbf v)&=-(\mathbf m\cdot\nabla)\mathbf v .
\end{align}
They differ by $\mathbf m\,\nabla\cdot\mathbf v=4\pi\,\mathbf m\,\delta(\mathbf r)$, which is zero for $r>0$. This matches $8\pi/3-(-4\pi/3)=4\pi$. What fixes the contact term is therefore the field equation obeyed inside the source.

\subsection*{The same result from the interior field}

Take a loop of radius $b$ carrying current $I$, so that $m=I\pi b^2$. The field at its centre is
\begin{equation}
\frac{\mu_0I}{2b}=\frac{\mu_0}{4\pi}\,\frac{2m}{b^3},
\end{equation}
directed along $\mathbf m$. Now take charges $\pm q$ at distance $b$ on either side of the centre, so that $m=2qb$. The field at the centre runs from the positive to the negative charge, against $\mathbf m$:
\begin{equation}
-\frac{\mu_0}{4\pi}\,\frac{2q}{b^2}=-\frac{\mu_0}{4\pi}\,\frac{m}{b^3}.
\end{equation}

For $r<b$ there are no sources, so each component of $\mathbf B$ satisfies Laplace's equation, and its average over a sphere equals its value at the centre. For $r>b$ the shell average is zero, because the integrals \eqref{loopC} and \eqref{pairC} do not depend on $R$. Multiplying the central field by the volume $4\pi b^3/3$ gives $C=8\pi/3$ and $C=-4\pi/3$ again.

The numerical output shows this for explicit sources, in units where $\mu_0/4\pi=m=b=1$. At $r=50b$ and $40^\circ$ from the axis, $r^3B_z$ is $0.7609$ for the loop and $0.7600$ for the pair; the ideal dipole gives $0.7605$. At the centre the fields are $2$ and $-1$. The integrals over a ball of radius $3b$ are $8.3776$ and $-4.1888$.

\subsection*{When is the energy $-\mathbf m\cdot\mathbf B$?}

The electron also has a moment, and the usual energy $U=-\mathbf m\cdot\mathbf B$ has conditions that matter once the electron can be inside the source. Let $\mathbf m$ now be the moment of a small test dipole, and expand the external field to first order, $B_i(\mathbf x)=B_i(0)+x_j\,\partial_jB_i$, with repeated indices summed.

For a loop, the uniform part gives no force because $\oint d\mathbf x=0$. With $\oint x_j\,dx_l=\epsilon_{jlp}S_p$, where $\mathbf S$ is the area vector, and $\mathbf m=I\mathbf S$,
\begin{align}
F_k&=I\,\epsilon_{kli}\oint dx_l\,B_i
=\epsilon_{kli}\,\epsilon_{jlp}\,m_p\,\partial_jB_i
=(\delta_{ip}\delta_{kj}-\delta_{ij}\delta_{kp})\,m_p\,\partial_jB_i
\nonumber\\
&=\partial_k(\mathbf m\cdot\mathbf B)-m_k\,\nabla\cdot\mathbf B .
\end{align}
For a pair of charges, each feeling the force $\pm q\mathbf B$,
\begin{equation}
\mathbf F=q\left[\mathbf B(\mathbf s/2)-\mathbf B(-\mathbf s/2)\right]
=(\mathbf m\cdot\nabla)\mathbf B
=\nabla(\mathbf m\cdot\mathbf B)-\mathbf m\times(\nabla\times\mathbf B).
\end{equation}
So $\mathbf F=-\nabla U$ with $U=-\mathbf m\cdot\mathbf B$ holds for a loop if $\nabla\cdot\mathbf B=0$, and for a pair if $\nabla\times\mathbf B=0$. Both conditions are met when like is compared with like: electron and proton both current-type, or both charge pairs. A current-type electron inside a distribution of magnetic charge feels the additional force $-\mathbf m\,\nabla\cdot\mathbf B$. A charge-pair electron inside a current distribution likewise feels the additional force $-\mathbf m\times(\nabla\times\mathbf B)$. The rule covers neither mixed case, and I leave both out.

\subsection*{From the contact term to the splitting}

I use first-order perturbation theory with the nonrelativistic 1s density
\begin{equation}
|\psi(r)|^2=\frac{e^{-2r/a}}{\pi a^3},\qquad
a=a_0\left(1+\frac{m_e}{m_p}\right),
\end{equation}
where $a_0$ is the Bohr radius, $m_e$ and $m_p$ are the electron and proton masses, and the bracket accounts for the reduced mass. The 1s function is real and carries no probability current, so the coupling of the orbital motion to the proton's moment vanishes at this order. The spin coupling remains. From here on the proton's moment is $\boldsymbol\mu_p$. For a point source the far part averages to zero and
\begin{equation}
\langle\mathbf B\rangle=\frac{\mu_0}{4\pi}\,C\,\boldsymbol\mu_p\,|\psi(0)|^2 .
\label{Bmean}
\end{equation}

For the loop or pair of radius $b$, the shell average is constant up to $b$ and zero beyond. The ratio of the true average to \eqref{Bmean} is then
\begin{equation}
\frac{3}{b^3}\int_0^b r^2e^{-2r/a}\,dr
=\frac{3}{b^3}\left(\frac{b^3}{3}-\frac{b^4}{2a}+\cdots\right)
=1-\frac{3b}{2a}+\cdots .
\end{equation}
It is the same for both models. The numerical averages give $0.8614$, $0.9851$ and $0.9985$ for $b/a=0.1$, $0.01$ and $0.001$. The proton's size is roughly $10^{-15}$ m, so $b/a$ is of order $10^{-5}$ and the point limit is a good one for this first-order average. It cannot be taken in second order. There the far field couples the triplet spin state to d states, and the nonrelativistic shift grows as $1/b$; distances below the electron's Compton wavelength need the relativistic treatment that is omitted here. Shrinking the source does not bring the two models together: each tends to its own limit.

The electron's moment is opposite to its spin, and the proton's is along its spin:
\begin{equation}
\boldsymbol\mu_e=-|\mu_e|\,\boldsymbol\sigma_e,\qquad
\boldsymbol\mu_p=\mu_p\,\boldsymbol\sigma_p .
\end{equation}
The two minus signs in $H=-\boldsymbol\mu_e\cdot\langle\mathbf B\rangle$ cancel, leaving
\begin{equation}
H=\frac{\mu_0}{4\pi}\,C\,|\mu_e|\,\mu_p\,|\psi(0)|^2\;
\boldsymbol\sigma_e\cdot\boldsymbol\sigma_p .
\end{equation}
The total spin in units of $\hbar$ is $\mathbf F=(\boldsymbol\sigma_e+\boldsymbol\sigma_p)/2$. Because $\boldsymbol\sigma_e^2=\boldsymbol\sigma_p^2=3$,
\begin{equation}
F(F+1)=\frac{6+2\,\boldsymbol\sigma_e\cdot\boldsymbol\sigma_p}{4}
\quad\Longrightarrow\quad
\boldsymbol\sigma_e\cdot\boldsymbol\sigma_p=2F(F+1)-3 .
\end{equation}
This is $1$ for $F=1$ and $-3$ for $F=0$. The difference of $4$ gives
\begin{equation}
E(F{=}1)-E(F{=}0)=\frac{\mu_0}{\pi}\,C\,|\mu_e|\,\mu_p\,|\psi(0)|^2 .
\label{split}
\end{equation}
Changing both moments from currents to charge pairs multiplies the splitting by $(-4\pi/3)/(8\pi/3)=-1/2$.

\subsection*{Numbers for hydrogen}

With $a=5.2947\times10^{-11}$ m the density at the proton is $|\psi(0)|^2=2.1446\times10^{30}\ \mathrm{m^{-3}}$. For current-type moments, \eqref{Bmean} gives
\begin{equation}
\langle B\rangle=\frac23\,\mu_0\,\mu_p\,|\psi(0)|^2
=\frac23\,\mu_0\,(1.4106\times10^{-26}\ \mathrm{J/T})
(2.1446\times10^{30}\ \mathrm{m^{-3}})
=25.34\ \mathrm{mT}.
\end{equation}
With $|\mu_e|=9.2848\times10^{-24}$ J/T, the $F=1$ levels shift by $|\mu_e|\langle B\rangle/h=355.1$ MHz. The $F=0$ level shifts by $-3$ times this, or $-1065.4$ MHz before rounding. The splitting and wavelength are
\begin{equation}
355.1+1065.4=1420.5\ \mathrm{MHz},\qquad
\lambda=\frac{c}{1420.5\ \mathrm{MHz}}=21.1\ \mathrm{cm}.
\end{equation}
For charge pairs the mean field is $-12.67$ mT. The shifts are $-177.6$ MHz for $F=1$ and $+532.7$ MHz for $F=0$, so
\begin{equation}
E(F{=}1)-E(F{=}0)=-710\ \mathrm{MHz}\times h,\qquad \lambda=42.2\ \mathrm{cm}.
\end{equation}
The order of the levels is inverted: an atom would emit in going from $F=0$ down to $F=1$.

The reversal has a simple reading. In the $F=0$ state $\boldsymbol\mu_e\cdot\boldsymbol\mu_p=-|\mu_e|\mu_p(-3)$ is positive, so the moments tend to be parallel although the spins are opposed. That lowers the energy if the field inside the proton points along $\boldsymbol\mu_p$, as in a loop, and raises it if the field points the other way, as between two charges.

\subsection*{What the spectrum does and does not decide}

The observed line lies near 21 cm, roughly 1420 MHz. This agrees with current-type moments for both particles. It rules out charge pairs for both, which would give twice the wavelength. The two mixed cases, one particle current-type and the other a charge pair, were left out above, so this comparison does not decide them. The calculation includes the reduced mass in the density and the electron's anomalous moment through $\mu_e$. It omits relativistic corrections, further radiative corrections, further recoil effects and proton structure, so the last digit of $1420.5$ MHz should not be compared with experiment.

The agreement does not show that the proton is a small wire loop. Equation \eqref{loopC} used $\nabla\cdot\mathbf B=0$ and the dipole moment, not the shape of the current, so any localized steady current with the same moment gives the same $C$.

Your intuition does hold in one case. For states with orbital angular momentum $l>0$ the nonrelativistic density vanishes at the origin. The difference between the two point-dipole fields, $\mu_0\,\boldsymbol\mu_p\,\delta(\mathbf r)$, then has zero expectation value, and the first-order coupling of the electron's spin to the proton's field is the same in both models. For every s state the density at the origin is nonzero, and since it cancels in the ratio, the factor $-1/2$ applies there too.

\section*{Table of computed values}
\begin{verbatim}
Model sources: mu0/4pi = 1, moment = 1, source radius b = 1
Ideal dipole r^3 B_z at 40 degrees: 0.760472 model units
loop: r^3 B_z at r = 50 b, 40 degrees: 0.760855 model units
pair: r^3 B_z at r = 50 b, 40 degrees: 0.759962 model units
loop: B_z at centre: 2.000000 model units
loop: shell mean of B_z at r = 0.5 b: 2.000000 model units
loop: shell mean of B_z at r = 2 b: 0.000000 model units
loop: integral of B_z over ball r < 3 b: 8.377580 model units
loop: C from surface integral: 8.377580 (pure number)
pair: B_z at centre: -1.000000 model units
pair: shell mean of B_z at r = 0.5 b: -1.000000 model units
pair: shell mean of B_z at r = 2 b: 0.000000 model units
pair: integral of B_z over ball r < 3 b: -4.188790 model units
pair: C from surface integral: -4.188790 (pure number)
loop: 1s average / point value, b/a = 0.1: 0.861361 (pure number)
loop: 1s average / point value, b/a = 0.01: 0.985119 (pure number)
loop: 1s average / point value, b/a = 0.001: 0.998501 (pure number)
pair: 1s average / point value, b/a = 0.1: 0.861361 (pure number)
pair: 1s average / point value, b/a = 0.01: 0.985119 (pure number)
pair: 1s average / point value, b/a = 0.001: 0.998501 (pure number)
Hydrogen 1s
Electron moment: -9.284765e-24 J/T
Proton moment: 1.410607e-26 J/T
Length a with reduced mass: 5.294654e-11 m
Density at the proton: 2.144556e+30 m^-3
loop: mean contact field along proton moment: 25.343 mT
loop: shift of F=1: 355.1 MHz
loop: shift of F=0: -1065.4 MHz
loop: E(F=1) - E(F=0): 1420.5 MHz
loop: wavelength: 21.10 cm
pair: mean contact field along proton moment: -12.672 mT
pair: shift of F=1: -177.6 MHz
pair: shift of F=0: 532.7 MHz
pair: E(F=1) - E(F=0): -710.2 MHz
pair: wavelength: 42.21 cm
Splitting ratio pair/loop: -0.5000 (pure number)
\end{verbatim}
